**Trojan wave packets of hydrogen in a circularly polarised field**

In the frame rotating with a field of strength F and frequency ω = n₀⁻³ (atomic units, F₀ = Fω^(−4/3)), the electron has an equilibrium at distance a from the nucleus with q = 1/(ω²a³) and F₀ = (1−q)q^(−1/3). Its frequencies are ω±² = ω²[2−q ± √(9q²−8q)]/2 and ω_z² = qω², and both linear stability and a normalisable Gaussian with parameters A, B, D hold for 8/9 < q < 1. The program asserts the equilibria by a random root search, the exponents by Hessian eigenvalues and laboratory-frame Floquet multipliers, the window edges by bisection, the Jordan block at q = 8/9, the negative energy of the slow mode, and the Gaussian by its residual and by the normal-mode covariance. It also asserts that a nonlinear orbit leaves the neighbourhood of the equilibrium at ω₊ = 2ω₋ but not at q = 0.92 or 0.955 within the integration time, and that a diagonalisation in bound hydrogen states matches the harmonic level at n₀ = 60 and 240, and the lines and ⟨y²⟩ at n₀ = 240, within stated tolerances. For n₀ = 60 and F₀ = 0.045 the output gives q = 0.955675, frequencies 0.94927, 0.37843 and 0.97759 in units of ω, and a level 0.0027ω above the harmonic one. The squared overlap of that state is 0.833 with the curved Gaussian and 0.413 with the Cartesian one.

## Verification by program

```python
# Trojan wave packets of hydrogen in a circularly polarised field (atomic units).
# Lab: H = p^2/2 - 1/r + F(x cos wt + y sin wt). Rotating: K = p^2/2 - 1/r - w Lz + F x.
# Equilibrium x = a, py = w a; q = 1/(w^2 a^3); F0 = F/w^(4/3) = (1-q) q^(-1/3); w = n0^-3.
# Under test: w+-^2 = w^2 (2-q +- sqrt(9q^2-8q))/2, wz^2 = q w^2; linear stability and a
# normalisable Gaussian exp(i w a eta - (w/2)(A xi^2 + B eta^2 + 2iD xi eta + sqrt(q) z^2))
# for 8/9<q<1; level K0 + (w+ - w- + wz)/2; nonlinear instability at w+ = 2 w-.
# Classical tests use scaled units w = 1 (F0 < 0 stands for the point on the other side).
import numpy as np, sympy as sp
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, root
from scipy.special import eval_genlaguerre, eval_gegenbauer
from scipy.constants import physical_constants as pc

def freqs(q):
    s = np.sqrt(complex(9*q*q - 8*q))
    return np.sqrt((2-q+s)/2), np.sqrt((2-q-s)/2), np.sqrt(complex(q))
def gauss(q):
    u, v = np.sqrt(1+2*q), np.sqrt(1-q)
    S = np.sqrt(4-(u+v)**2)
    return S*u/(u+v), S*v/(u+v), (u-v)/(u+v)
field = lambda q: (1-q)*q**(-1/3)

X = sp.symbols('x y z px py pz', real=True); Fs = sp.Symbol('F', real=True)
x, y, z, px, py, pz = X
K = (px**2+py**2+pz**2)/2 - 1/sp.sqrt(x**2+y**2+z**2) - (x*py-y*px) + Fs*x
Kfun = sp.lambdify(X+(Fs,), K)
grad = sp.lambdify(X+(Fs,), [sp.diff(K, s) for s in X])
hess = sp.lambdify(X+(Fs,), sp.hessian(K, X))
J = np.block([[np.zeros((3, 3)), np.eye(3)], [-np.eye(3), np.zeros((3, 3))]])
radius = lambda F: brentq(lambda a: grad(a, 0., 0., 0., a, 0., F)[0], 0.2, 5, xtol=1e-15)
def hess_at(F):
    a = radius(F)
    return np.array(hess(a, 0., 0., 0., a, 0., F), float)
def match(found, want, tol):
    for p, r in ((found, want), (want, found)):
        for val in p:
            assert np.min(np.abs(r-val)) < tol*max(1, abs(val)), (found, want)

# equilibria from random starts: only the two points on the x axis
rng = np.random.default_rng(1); seen = set()
for _ in range(200):
    sol = root(lambda s: grad(*s, 0.045), rng.uniform(-2, 2, 6), tol=1e-13)
    if np.max(np.abs(sol.fun)) < 1e-10 and np.linalg.norm(sol.x) < 50:
        assert abs(sol.x[1]) + abs(sol.x[2]) < 1e-7
        side = 1 if sol.x[0] > 0 else -1
        qs = abs(sol.x[0])**-3
        assert abs(field(qs) - side*0.045) < 1e-8 and (qs < 1) == (side > 0)
        seen.add(side)
assert seen == {1, -1}

# exponents from the Hessian and from lab-frame Floquet multipliers
def lab(t, s, F):
    c = -(s[0]**2+s[1]**2+s[2]**2)**-1.5
    return [s[3], s[4], s[5], c*s[0]-F*np.cos(t), c*s[1]-F*np.sin(t), c*s[2]]
for q in (0.8, 0.87, 0.9, 0.955, 0.99, 1.05):
    F = field(q); a = radius(F)
    assert abs(a**-3-q) < 1e-12
    assert abs(Kfun(a, 0, 0, 0, a, 0, F) - q**(-2/3)*(1-4*q)/2) < 1e-12
    lam = np.array([s*1j*f for f in freqs(q) for s in (1, -1)])
    match(np.linalg.eigvals(J@hess_at(F)), lam, 1e-9)
    s0 = np.array([a, 0, 0, 0, a, 0.])
    flow = lambda s: solve_ivp(lab, (0, 2*np.pi), s, 'DOP853', args=(F,), rtol=1e-12, atol=1e-13).y[:, -1]
    assert np.max(np.abs(flow(s0)-s0)) < 1e-8
    M = np.array([(flow(s0+1e-6*e)-flow(s0-1e-6*e))/2e-6 for e in np.eye(6)]).T
    mult = np.linalg.eigvals(M)
    match(mult, np.exp(2*np.pi*lam), 1e-4)
    assert (np.max(np.abs(mult)) < 1+1e-4) == (8/9 < q < 1)

# window edges by bisection on the growth rate
unstable = lambda F: np.max(np.linalg.eigvals(J@hess_at(F)).real) > 1e-6
def edge(Fstab, Funs):
    assert unstable(Funs) and not unstable(Fstab)
    for _ in range(40):
        mid = (Fstab+Funs)/2
        if unstable(mid): Funs = mid
        else: Fstab = mid
    return Fstab
Fc, Fz = edge(0.08, 0.16), edge(0.03, -0.02)
qlo, qhi = radius(Fc)**-3, radius(Fz)**-3
assert abs(qlo-8/9) < 1e-6 and abs(qhi-1) < 1e-6 and abs(Fc-(9/8)**(1/3)/9) < 1e-6
sv = np.linalg.svd(J@hess_at(field(8/9)) - 1j*np.sqrt(5/9)*np.eye(6), compute_uv=False)
assert sv[-1] < 1e-10 and sv[-2] > 1e-2      # double eigenvalue, one eigenvector

# mode energies, vacuum covariance from normal modes, Gaussian residual
A_, B_, D_, C_, u1, u2, u3 = sp.symbols('A B D C u1 u2 u3', real=True)
psi = sp.exp(-(A_*x**2+B_*y**2+2*sp.I*D_*x*y+C_*z**2)/2)
Hpsi = (-(psi.diff(x, 2)+psi.diff(y, 2)+psi.diff(z, 2))/2
        + sp.I*(x*psi.diff(y)-y*psi.diff(x)) + (u1*x**2+u2*y**2+u3*z**2)/2*psi)
local = sp.lambdify((x, y, z, A_, B_, D_, C_, u1, u2, u3), Hpsi/psi)
for q in (0.895, 0.92, 0.955, 0.995):
    Hs = hess_at(field(q)); wp, wm, wz = (f.real for f in freqs(q)); A, B, D = gauss(q)
    ev, V = np.linalg.eig(J@Hs); cov = np.zeros((6, 6))
    for k in np.where(ev.imag > 0)[0]:
        v = V[:, k]/np.sqrt(abs(V[:, k].conj()@J@V[:, k]))
        energy = (v.conj()@Hs@v).real
        sign = -1 if abs(ev[k].imag-wm) < 1e-8 else 1
        assert abs(energy - sign*ev[k].imag) < 1e-8
        cov += np.outer(v, v.conj()).real
    got = [cov[0, 0], cov[1, 1], cov[2, 2], cov[0, 4]]
    assert np.allclose(got, [1/(2*A), 1/(2*B), 1/(2*wz), -D/(2*A)], rtol=1e-8)
    for pt in rng.uniform(-1.5, 1.5, (5, 3)):
        e = local(*pt, A, B, D, np.sqrt(q), Hs[0, 0], Hs[1, 1], Hs[2, 2])
        assert abs(e-(wp-wm+wz)/2) < 1e-10

# low-order resonances and nonlinear orbits
def ratio(q, k):
    w = np.sort(np.linalg.eigvals(J@hess_at(field(q))).imag)
    return w[4]-k*w[3]
q12, q13 = (41+np.sqrt(3625))/108, (136+np.sqrt(72000))/418
assert abs(brentq(ratio, .9, .99, args=(2,))-q12) < 1e-8
assert abs(brentq(ratio, .9, .99, args=(3,))-q13) < 1e-8
def excursion(q, d=0.02, T=4000.):
    F = field(q); a = radius(F)
    def rhs(t, s):
        c = 1-(s[0]*s[0]+s[1]*s[1])**-1.5
        return [s[2], s[3], 2*s[3]+c*s[0]-F, -2*s[2]+c*s[1]]
    far = lambda t, s: np.hypot(s[0]-a, s[1])-0.12
    far.terminal = True
    sol = solve_ivp(rhs, (0, T), [a, d, 0, 0], 'DOP853', events=far, rtol=1e-8, atol=1e-10)
    return np.max(np.hypot(sol.y[0]-a, sol.y[1])), sol.t[-1]/(2*np.pi)
exc = {q: excursion(q) for q in (0.92, q12, 0.955)}
assert exc[q12][0] > 0.119 and exc[0.92][0] < 0.07 and exc[0.955][0] < 0.07

# full rotating-frame Hamiltonian in hydrogen bound states, even in z; energies (E-K0)/w
def nodes(n, lo, hi):
    t, wt = np.polynomial.legendre.leggauss(n)
    return lo+(hi-lo)*(t+1)/2, wt*(hi-lo)/2
def quantum(n0, F0, span=1.85, kmax=6, js=(0, 2, 4)):
    w = n0**-3.; F = F0*w**(4/3); a = radius(F0)*n0**2; q = radius(F0)**-3
    A, B, D = gauss(q); K0 = -1/a+F*a-w*w*a*a/2
    nc = int(round(np.sqrt(a/(2-1/q)))); h = int(round(span*np.sqrt(n0)))
    r, wr = nodes(400, (nc-h)**2*max(.02, 1-9/np.sqrt(nc-h)), (nc+h)**2*(1+10/np.sqrt(nc+h)))
    cm = min(1., 7/np.sqrt(n0)); c, wc = nodes(64, -cm, cm); sn = np.sqrt(1-c*c)
    nl = [(n, n-1-k) for n in range(nc-h, nc+h+1) for k in range(kmax+1)]
    lm = sorted({(l, l-j) for _, l in nl for j in js}); ilm = {p: i for i, p in enumerate(lm)}
    U = []
    for n, l in nl:
        rho = 2*r/n; g = (l+1)*np.log(rho)-rho/2
        f = np.exp(g-g.max())*eval_genlaguerre(n-l-1, 2*l+1, rho)
        U.append(f/np.sqrt(wr@f**2))
    U = np.array(U); T = np.array([sn**m*eval_gegenbauer(l-m, m+.5, c) for l, m in lm])
    T /= np.sqrt((T**2)@wc)[:, None]
    ls = np.array([l for _, l in nl])
    assert np.max(np.abs(((U*wr)@U.T-np.eye(len(nl)))[ls[:, None] == ls[None, :]])) < 1e-8
    ir = np.repeat(np.arange(len(nl)), len(js))
    ia = np.array([ilm[(l, l-j)] for _, l in nl for j in js])
    ns = np.array([n for n, _ in nl], float)[ir]; ms = np.array([m for _, m in lm])[ia]
    P = ((U*wr*r)@U.T)[np.ix_(ir, ir)]*((T*wc*sn)@T.T)[np.ix_(ia, ia)]*(ms[:, None] == ms[None, :]+1)
    E, V = np.linalg.eigh(np.diag((-.5/ns**2-w*ms-K0)/w)+F/w*(P+P.T)/2)
    N = 128; ph = 2*np.pi*np.arange(N)/N; ph = np.where(ph > np.pi, ph-2*np.pi, ph)
    cyl = (r[:, None]*sn)[:, :, None]; zz = (r[:, None]*c)[:, :, None]; ov = []
    for curved in (True, False):
        xi, eta = (cyl-a, a*ph) if curved else (cyl*np.cos(ph)-a, cyl*np.sin(ph))
        G = np.exp(1j*w*a*eta-w/2*(A*xi**2+B*eta**2+2j*(D-curved)*xi*eta+np.sqrt(q)*zz**2))
        norm = (wr*r*r)@(np.abs(G)**2).sum(2)@wc*2*np.pi/N
        Gm = np.fft.fft(G, axis=2)*np.sqrt(2*np.pi)/N
        rad = np.array([Gm[:, :, m % N]@(wc*T[i]) for i, (_, m) in enumerate(lm)])
        ov.append(np.abs(V.T@np.sum((U*wr*r)[ir]*rad[ia], axis=1))**2/norm)
    i0 = np.argmax(ov[0]); strength = (V.T@(((P-P.T)/2)@V[:, i0]))**2; dE = E-E[i0]
    up, dn = np.argmax(strength*(dE > 0)), np.argmax(strength*(dE < 0))
    return dict(E=E[i0], oc=ov[0][i0], ox=ov[1][i0], up=dE[up], dn=dE[dn],
                y2=strength.sum()*w, dim=len(E))

n0, F0 = 60, 0.045
q = radius(F0)**-3; wp, wm, wz = (f.real for f in freqs(q)); A, B, D = gauss(q)
zp = (wp-wm+wz)/2
Q1, Q4, Qb = quantum(n0, F0), quantum(4*n0, F0), quantum(n0, F0, 2.2, 8, (0, 2, 4, 6))
assert abs(Q1['E']-Qb['E']) < 0.01
for n, Q in ((n0, Q1), (4*n0, Q4)):          # anharmonic corrections are of order w/n0
    assert abs(Q['E']-zp) < 6/n and Q['oc'] > 0.5
assert Q4['oc'] > max(0.7, Q1['oc']) and Q4['ox'] > Q1['ox']
assert abs(Q4['up']-wp) < 8/(4*n0) and abs(Q4['dn']+wm) < 8/(4*n0)
assert abs(Q4['y2']*2*B-1) < 0.2

w = n0**-3.; F = F0*w**(4/3); a = radius(F0)*n0**2; K0 = w**(2/3)*q**(-2/3)*(1-4*q)/2
ghz = w/(2*np.pi*pc['atomic unit of time'][0])/1e9
vcm = pc['atomic unit of electric field'][0]/100; nm = pc['Bohr radius'][0]*1e9
sx, sy, sz = (np.sqrt(1/(2*w*s)) for s in (A, B, wz))
print(f"window edges by bisection: q = {qlo:.6f}, {qhi:.6f}")
print(f"critical scaled field F0c = {Fc:.6f}; w+- at lower edge = {freqs(8/9)[0].real:.5f} w")
print(f"resonances: q(1:2) = {q12:.5f} (F0 = {field(q12):.5f}), q(1:3) = {q13:.5f} (F0 = {field(q13):.5f})")
print("orbits displaced by 0.02 in y, stopped at distance 0.12 (unit w^(-2/3)):")
for k, (d, t) in exc.items():
    print(f"  q = {k:.5f}: largest distance {d:.3f} in {t:.0f} field periods")
print(f"input n0 = {n0}, F0 = {F0}")
print(f"w = {w:.5e} a.u., w/2pi = {ghz:.3f} GHz, period = {1e3/ghz:.2f} ps")
print(f"F = {F:.5e} a.u. = {F*vcm:.2f} V/cm; critical F = {Fc*w**(4/3)*vcm:.2f} V/cm")
print(f"q = {q:.6f}; a = {a:.1f} bohr = {a*nm:.1f} nm; w a^2 = {w*a*a:.3f} hbar")
qo = radius(-F0)**-3
print(f"opposite point: q = {qo:.6f}, growth rate = {abs(freqs(qo)[1].imag):.5f} w")
print(f"V_xx, V_yy, V_zz = {-(1+2*q):.5f}, {-(1-q):.5f}, {q:.5f} w^2")
print(f"sqrt(9q^2-8q) = {np.sqrt(9*q*q-8*q):.5f}")
print(f"w+, w-, wz = {wp:.5f}, {wm:.5f}, {wz:.5f} w")
print(f"w+, w-, wz over 2pi = {wp*ghz:.3f}, {wm*ghz:.3f}, {wz*ghz:.3f} GHz")
print(f"detunings w+ - 2w- = {wp-2*wm:.4f} w, w+ - 3w- = {wp-3*wm:.4f} w")
print(f"u = {np.sqrt(1+2*q):.5f}, v = {np.sqrt(1-q):.5f}, S = {A+B:.5f}")
print(f"A = {A:.5f}, B = {B:.5f}, D = {D:.5f}")
print(f"sigma xi, eta, zeta = {sx:.0f}, {sy:.0f}, {sz:.0f} bohr")
print(f"sigma/a = {sx/a:.4f}, {sy/a:.4f}, {sz/a:.4f}")
print(f"K0 = {K0:.7e} hartree = {K0/w:.4f} w; zero point = {zp:.5f} w")
print(f"harmonic level = {K0+zp*w:.7e} hartree; diagonalised = {K0+Q1['E']*w:.7e} hartree")
for n, Q in ((n0, Q1), (4*n0, Q4)):
    print(f"n0 = {n}, {Q['dim']} states: E-K0 = {Q['E']:.5f} w, minus harmonic = {Q['E']-zp:.5f} w")
    print(f"  overlap^2 curved = {Q['oc']:.3f}, Cartesian = {Q['ox']:.3f}")
    print(f"  strongest y lines at {Q['up']:.4f} w and {Q['dn']:.4f} w; <y^2>/sigma_eta^2 = {Q['y2']*2*B:.3f}")
print(f"n0 = {n0}, {Qb['dim']} states: E-K0 = {Qb['E']:.5f} w")
print("finished without a failed check")
```

Output:

```
window edges by bisection: q = 0.888889, 1.000000
critical scaled field F0c = 0.115560; w+- at lower edge = 0.74536 w
resonances: q(1:2) = 0.93711 (F0 = 0.06427), q(1:3) = 0.96729 (F0 = 0.03307)
orbits displaced by 0.02 in y, stopped at distance 0.12 (unit w^(-2/3)):
  q = 0.92000: largest distance 0.049 in 637 field periods
  q = 0.93711: largest distance 0.120 in 81 field periods
  q = 0.95500: largest distance 0.031 in 637 field periods
input n0 = 60, F0 = 0.045
w = 4.62963e-06 a.u., w/2pi = 30.461 GHz, period = 32.83 ps
F = 3.47222e-09 a.u. = 17.85 V/cm; critical F = 45.85 V/cm
q = 0.955675; a = 3654.8 bohr = 193.4 nm; w a^2 = 61.841 hbar
opposite point: q = 1.045675, growth rate = 0.36082 w
V_xx, V_yy, V_zz = -2.91135, -0.04433, 0.95567 w^2
sqrt(9q^2-8q) = 0.75791
w+, w-, wz = 0.94927, 0.37843, 0.97759 w
w+, w-, wz over 2pi = 28.916, 11.527, 29.779 GHz
detunings w+ - 2w- = 0.1924 w, w+ - 3w- = -0.1860 w
u = 1.70627, v = 0.21054, S = 0.57085
A = 0.50815, B = 0.06270, D = 0.78033
sigma xi, eta, zeta = 461, 1312, 332 bohr
sigma/a = 0.1261, 0.3591, 0.0909
K0 = -4.0407197e-04 hartree = -87.2795 w; zero point = 0.77422 w
harmonic level = -4.0048764e-04 hartree; diagonalised = -4.0047511e-04 hartree
n0 = 60, 609 states: E-K0 = 0.77692 w, minus harmonic = 0.00270 w
  overlap^2 curved = 0.833, Cartesian = 0.413
  strongest y lines at 0.9521 w and -0.3663 w; <y^2>/sigma_eta^2 = 0.958
n0 = 240, 1239 states: E-K0 = 0.77465 w, minus harmonic = 0.00043 w
  overlap^2 curved = 0.955, Cartesian = 0.601
  strongest y lines at 0.9497 w and -0.3764 w; <y^2>/sigma_eta^2 = 0.994
n0 = 60, 1260 states: E-K0 = 0.77687 w
finished without a failed check
```
